Charge Pumping: How the Gate Generator Drives Current Between Grounded Terminals

An n-channel silicon transistor has its source, drain and substrate all connected to ground. Its gate, 10 µm wide and 1 µm long, is pulsed between −2.5 V and 1.5 V at 1 MHz. In the model calculation used here, a direct current of 1.02 nA then enters the device at the substrate and leaves it at the source-drain. No voltage stands between these terminals, and no direct current flows through the gate. Yet 0.88 nW is steadily turned into heat.

Two questions follow: what gives the current its direction, and what pays for the heat? The second is answered by splitting the gate generator's work into contributions and weighing each.

**1. The direction of the current**

Interface traps exchange electrons with the conduction band and holes with the valence band. At the high gate level the surface is inverted, and electrons from the source-drain fill the traps. At the low level the surface is in accumulation, and holes from the substrate recombine with the trapped electrons.

Let n_t be the density of trapped electrons per area, U_n the net rate of electron capture and U_p the net rate of hole capture. Capturing a hole removes a trapped electron, so

dn_t/dt = U_n − U_p.

In periodic operation n_t returns to its starting value after each cycle. Hence

∮U_n dt = ∮U_p dt = N.

The free carriers in the channel also return to their starting number. The charge that fills and empties the channel therefore averages to zero, and what remains is N electrons per area supplied by the source-drain and N holes supplied by the substrate. With frequency f_p and gate area A,

I = q f_p A N.

Electrons entering at the source-drain mean conventional current leaving there. The two terminals do different jobs at different times, and this rectifies the alternating drive.

Both jobs are needed. If the low level is raised to −0.30 V, so that accumulation is missed, N falls to 2 × 10⁻⁵ of its former value. If instead the high level is lowered to −0.30 V, so that inversion is missed, it falls to 7 × 10⁻⁵. The edge and plateau times are held fixed in both comparisons.

**2. Who can supply energy**

A terminal held at zero voltage delivers no electrical energy, whatever current it carries. That leaves the gate generator. Let Q_G be the gate charge per area, positive when charge has entered the gate. The generator's work per area and cycle is

W = ∮V_G dQ_G.

The mean gate current is zero because ∮dQ_G = 0. The work need not be zero, since charge can be delivered at a higher voltage than that at which it is returned. W is then the area of a loop in the charge-voltage plane.

To find the area, write the gate voltage as a sum of drops, with all potentials referred to the substrate:

V_G = V_FB + ψ + Q_G/C_ox.

Here V_FB is the flat-band voltage, ψ the surface potential and C_ox the oxide capacitance per area. Multiplying by dQ_G and integrating gives

W = V_FB ∮dQ_G + ∮ψ dQ_G + (1/C_ox) ∮Q_G dQ_G.

**3. Contributions that vanish**

The first integral is zero because Q_G is periodic. The third is the change of Q_G²/2 over a cycle, also zero: a lossless oxide gives back the energy it stores.

Neutrality of the whole structure requires Q_G = −Q_s − Q_it, where Q_s is the silicon charge and Q_it the trap charge. Therefore

W = −∮ψ dQ_s − ∮ψ dQ_it.

The silicon term vanishes if Q_s depends on ψ alone. To see when it does, take Poisson's equation, d²ψ/dx² = −ρ/ε_s, multiply by 2 dψ/dx and integrate from the neutral bulk to the surface. The surface field F_s obeys

F_s² = −(2/ε_s) ∫₀^ψ ρ(ψ′) dψ′,

and Gauss's law gives Q_s = −ε_s F_s, with F_s taking the sign of ψ. If the source-drain is at a fixed reverse bias V_R and each carrier type is in equilibrium with its own contact, Boltzmann statistics give

ρ = q[N_A(e^(−ψ/φ_t) − 1) − (n_i²/N_A) e^(−V_R/φ_t) (e^(ψ/φ_t) − 1)],

where N_A is the acceptor density, n_i the intrinsic density and φ_t = kT/q. No history enters, so Q_s is a single-valued function of ψ and ∮ψ dQ_s = 0. This fails if the carriers cannot follow the gate, a case weighed in section 8.

**4. The contribution that remains**

The trap charge is a constant minus q n_t, whether the traps are donors or acceptors. Thus dQ_it = −q dn_t and

W = q ∮ψ dn_t.

Electrons enter the traps when ψ is high and are removed when ψ is low, so W is positive.

The same fact is visible at the gate. Compare the falling and rising edges at equal V_G, where the trapped densities differ by a small δn_t. The gate equation gives δψ = −δQ_G/C_ox. With C_s = −dQ_s/dψ, neutrality gives

δQ_G = C_s δψ + q δn_t = −(C_s/C_ox) δQ_G + q δn_t,

and so

δQ_G = q δn_t C_ox/(C_ox + C_s).

More electrons are trapped on the falling edge, so the gate then holds more charge at the same voltage. Equivalently, at the same charge the voltage is higher on the rising edge. The generator delivers charge at the higher voltage and takes it back at the lower one.

In the example the loop is widest at V_G = 0.03 V, where the branches differ by 9.5 nC/cm². The pumped charge qN is 10.2 nC/cm². The two need not agree: the capacitance factor is below one, while δn_t can include electrons that are later emitted rather than pumped. The loop is also thin. The gate charge swings by C_ox(ΔV_G − Δψ), where the change Δψ of the surface potential is only a little over 1 V, because ψ moves slowly in inversion and accumulation. With C_ox = 0.691 µF/cm² and ΔV_G = 4.0 V the swing is about 2 µC/cm², so the width is a few thousandths of it.

**5. Where the energy goes**

Consider one trap level at energy E from midgap, with occupation f. Let c be the capture coefficient, taken equal for both carriers, and n_s and p_s the surface densities. The forward and backward rates are

F_n = c n_s (1 − f), B_n = c n_i e^(E/kT) f,

F_p = c p_s f, B_p = c n_i e^(−E/kT) (1 − f).

The emission coefficients are those that make each pair balance in equilibrium. Let the substrate Fermi level be zero. The electron Fermi level is then −qV_R, and midgap at the surface lies at E_i = qφ_F − qψ, with φ_F = φ_t ln(N_A/n_i). Since n_s = n_i exp[(−qV_R − E_i)/kT] and p_s = n_i exp(E_i/kT), the ratios are

kT ln(F_n/B_n) = −qV_R − μ,

kT ln(F_p/B_p) = μ,

μ = E_i + E + kT ln[f/(1 − f)].

The quantity μ is the free energy of an electron in the trap. Each net transfer dissipates the difference in free energy between its start and its end. With u_n = F_n − B_n and u_p = F_p − B_p, the dissipation rate is

h = u_n kT ln(F_n/B_n) + u_p kT ln(F_p/B_p) ≥ 0.

Neither term can be negative, because F − B and ln(F/B) have the same sign. Inserting the ratios and using u_n − u_p = df/dt,

∮h dt = −qV_R ∮u_n dt − ∮μ df.

In the last integral the constants E and qφ_F drop out, and so does the logarithm, which is a function of f alone. What survives is −∮μ df = q∮ψ df. Summing over levels gives the heat per area, H:

H = q∮ψ dn_t − qV_R N = W − qV_R N.

With grounded terminals V_R = 0, and all the generator's work becomes heat. The example gives 8.80 nJ/cm² per cycle for the loop area and 8.80 nJ/cm² for the heat computed separately from the reaction rates. Multiplying by the area, 10⁻⁷ cm², and by 10⁶ cycles per second gives the 0.88 nW of the opening.

If the edges are made slow enough at V_R = 0 for every trap to stay in equilibrium, F equals B in both channels. Then f depends on ψ alone, and the loop area and the direct current vanish together.

**6. Weighing the traps**

*Levels that pump.* For a level that passes one electron per cycle, ∮u_n dt = ∮u_p dt = 1, and its work is

w = q∮ψ(u_n − u_p) dt = q(ψ_n − ψ_p),

where ψ_n and ψ_p are averages of ψ weighted by the electron and hole capture fluxes. For the midgap level they are 0.822 V and 0.020 V, so w = 0.80 eV.

These potentials lie close to 2φ_F = 0.833 V and to zero, for a reason. At ψ = 2φ_F the electron density equals N_A, and at ψ = 0 the hole density does. The capture rate is then c N_A = 10⁻⁸ × 10¹⁷ = 10⁹ s⁻¹, or one capture per nanosecond. The gate sweeps 4 V in 100 ns, which is 40 mV/ns, so the surface densities change by a factor e in roughly a nanosecond. Capture therefore happens near these two points. Slower edges or larger c move both captures to lower carrier densities and reduce the swing, but only logarithmically.

The work per electron is thus q times the potential swing, not the band gap itself; the gap enters only through n_i in φ_F. Recombination can release more heat locally than this. A carrier drawn from a contact at the Fermi level has first taken heat from the lattice to reach the band edge, and only the net heat counts in H.

*Levels that return their carriers.* A level near the conduction band can emit its electron back to the source-drain before holes arrive. It adds nothing to N. Yet it emits at a lower ψ than that at which it captured, so it still adds loop area. Levels that pump less than half an electron per cycle account for about 8 % of W. This is the main reason why W/(qN) is 0.86 eV while the midgap level needs 0.80 eV.

The incomplete pulses of section 1 show the same mechanism almost alone. Their direct current is nearly zero, but their loop areas are still 6.8 % and 7.1 % of the full one. These are not shares of W: at the inner level the traps have a whole plateau in which to emit, so more levels return their carriers than in the full pulse. Hysteresis alone does not ensure a direct current; the filling and emptying must also use different terminals.

*How many levels pump.* Let t_e be the time the gate takes to cross from threshold V_T to flat band, when neither carrier is plentiful:

t_e = t_edge (V_T − V_FB)/ΔV_G = 100 ns × 1.074/4.0 = 26.9 ns.

A level keeps its electron if c n_i e^(E/kT) t_e < 1, that is, if E < −kT ln(c n_i t_e). On the rising edge the same argument for holes gives the mirror-image lower limit. The window has the width

ΔE ≈ −2kT ln(c n_i t_e) = −2 × 0.02585 × ln(2.69 × 10⁻⁶) = 0.663 eV.

The kinetic calculation gives N/D_it = 0.635 eV, where D_it is the trap density per area and energy. The estimate is 4 % higher, mainly because it replaces gradual limits by sharp ones. A level near the upper limit keeps its electron with probability exp(−c n_i e^(E/kT) t_e). Integrated over E, this gives a range 0.58kT shorter than the sharp limit does, or 0.03 eV for both limits together. For slower edges this correction overshoots, because the captures move to lower carrier densities and the effective crossing time becomes shorter than t_e, by about a fifth at 1 µs. With edges ten times slower and the plateaus unchanged, the estimate is 0.544 eV and the kinetics give 0.525 eV.

The plateaus do not matter once they complete the captures. Lengthening them until the frequency is 100 kHz, with the edges held at 100 ns, leaves N unchanged to the printed digits. The current then falls in proportion to frequency.

**7. A second case: charging a battery**

Put a reverse bias V_R = 0.50 V on the source-drain. The current keeps its direction and now leaves the device at its more positive terminal, so it charges the bias supply. The energy cannot come from that supply.

The calculation gives, per cycle, 13.83 nJ/cm² of generator work, 8.93 nJ/cm² of heat and 4.91 nJ/cm² delivered to the supply. The last two add up to the first within rounding. The supply receives 0.49 nW, about 35 % of the generator's work.

The physical cause is that inversion now needs a surface potential higher by about V_R, so each electron is captured higher up. The work per pumped electron rises from 0.86 to 1.41 eV, which is 0.54 eV rather than 0.50 eV. The remainder is extra heat per pumped electron. Most of it arises because N drops by 3.6 % while the total heat changes by little more than 1 %. The drop in N has the expected sign: a higher threshold lengthens t_e and narrows the window.

**8. Contributions outside the model**

Resistance also opens the loop, without any direct current. For a series resistor R that charges only the gate, with no pad or wiring capacitance behind it, the charging current is at most about C_ox A ΔV_G/t_edge, and the two edges together dissipate no more than about

2R(C_ox A ΔV_G)²/t_edge.

For 50 Ω this upper estimate is 8.7 % of the trap work; the actual loss is smaller, because the gate capacitance drops well below C_ox in depletion. Resistance in the channel adds an estimated 5 %. The substrate, through which the hole charge flows, adds more: at a uniform doping of 10¹⁷ cm⁻³ its spreading resistance under this gate is of order 200 Ω, which costs roughly a tenth of the trap work. A measured loop area would therefore exceed W. These losses fall roughly as 1/t_edge, whereas edges ten times slower reduce N by only 17 %.

The other estimates are as follows.

- Carriers cross the channel in about 0.1 ns, short compared with t_e. A much longer channel would strand electrons, which would recombine in the substrate and add a current unrelated to the interface traps.
- The lowest quantum level in the surface well lies roughly 50 meV above the band edge at electron capture, estimated for a triangular well on a (100) surface with mass 0.916 m₀; on (110) or (111) surfaces it is nearer 75 meV, while on (100), with all subbands counted, the surface potential needed for the same sheet charge rises by about 30 mV. That is 6 % of the work per electron and sets the scale of the error that classical carriers cause in it. A raised level also slows electron emission, which can widen the energy window and increase N by a similar fraction, so the error in the total work can be larger.
- At the high level the model's electron density reaches 1 × 10²⁰ cm⁻³, where Boltzmann statistics fail. The hole density at the low level is about as high. Only 0.2 % of the electron captures occur above 2.8 × 10¹⁹ cm⁻³, and the share for holes is similar, so the effect on W should be small.
- Tunnelling through the oxide is estimated at 10⁻¹⁶ A/cm², against a pumped current density of 10⁻² A/cm². The estimate takes an electron mass of 0.42 m₀ in the oxide and depends steeply on it: masses between 0.3 and 0.5 m₀ spread the result over about five orders of magnitude, up to roughly 10⁻¹¹ A/cm². Tunnelling is negligible throughout that range.

**9. The model beside real transistors**

The 5 nm oxide, the doping of 10¹⁷ cm⁻³ and the pulse are in the regime of real silicon transistors. The trap density of 10¹¹ cm⁻² eV⁻¹ is high for a good, freshly annealed interface, where roughly 10¹⁰ is typical; it is nearer to a stressed device. At 10¹⁰ the model current would be about 0.1 nA, since N is nearly proportional to D_it.

Real devices break the assumption of a uniform trap density, which usually rises towards the band edges. The current then measures the average over the window. Capture coefficients are also uncertain. A factor of ten in c shifts the estimate of ΔE by 2kT ln 10 = 0.12 eV, which changes the current here by nearly a fifth. In oxides of about 2 nm or less, gate tunnelling can no longer be ignored and must be separated from the pumped current.

The values behind these figures are listed in the numerical output.

Table of computed values

```
temperature 300 K; thermal voltage 25.85 mV
acceptors 1.0e+17 cm^-3; intrinsic density 1.0e+10 cm^-3
oxide thickness 5.0 nm; capacitance 0.6906 uF/cm2
trap density 1.0e+11 cm^-2 eV^-1, uniform within 0.5 eV of midgap
cross section 1.0e-15 cm2; thermal speed 1.0e+07 cm/s
capture coefficient 1.0e-08 cm3/s
gate width 10.0 um; length 1.0 um
pulse low -2.50 V; high 1.50 V
each edge 100 ns; each plateau 400 ns
frequency 1.000 MHz
flat-band voltage -0.900 V; threshold 0.174 V
bulk potential phi_F 0.4167 V; twice it 0.8334 V
pumped density per cycle 6.3530e+10 cm^-2
pumped charge per cycle 10.179 nC/cm2
direct current 1.0179 nA
window from kinetics 0.6353 eV
window from emission formula 0.6632 eV
generator work, loop area 8.7988 nJ/cm2 per cycle
work from q loop psi dn_t 8.8005 nJ/cm2 per cycle
heat from reaction rates 8.8004 nJ/cm2 per cycle
work per pumped electron 0.8644 eV
mean generator power 0.8799 nW
largest loop width 9.450 nC/cm2 at 0.028 V
midgap level: psi at electron capture 0.8218 V
midgap level: psi at hole capture 0.0202 V
midgap level: work per electron 0.8016 eV
work share of levels pumped below half 8.32 %
reverse bias 0.50 V: current 0.9817 nA
reverse bias: pumped density 6.1274e+10 cm^-2
reverse bias: generator work 13.8329 nJ/cm2
reverse bias: heat 8.9260 nJ/cm2
reverse bias: to supply 4.9086 nJ/cm2
reverse bias: work per electron 1.4091 eV
reverse bias: power to supply 0.4909 nW
edges 1000 ns: kinetic window 0.5254 eV
same edges: formula window 0.5442 eV
at 100.0 kHz: N ratio 1.00000
incomplete pulses: inner level -0.30 V
no accumulation: N ratio 2.30e-05
no accumulation: work ratio 0.0684
no inversion: N ratio 7.45e-05
no inversion: work ratio 0.0713
oxide field at high level 2.775 MV/cm
tunnel estimate 2.7e-16; pumping 1.0e-02 A/cm2
surface electrons at high level 1.01e+20 cm^-3 (Boltzmann)
captures above 2.8e+19 cm^-3: 0.194 % of total
confinement energy at electron capture 51.1 meV
channel delay 98.0 ps at mobility 400 cm2/Vs
channel resistive loss 5.15 % of work
loss in 50 ohm series resistor 8.67 % of work
```
